# The Generalized Kadanoff-Baym Ansatz: Exact Reconstruction and a Solvable Test, part 2

A noninteracting level of energy $\varepsilon$ and initial occupation $n_0$ is coupled at $t=0$ to an uncorrelated lead with energies $\varepsilon_k$, couplings $V_k$ and occupations $f_k$. How well can $G^<(t,t')=i\langle c^\dagger(t')c(t)\rangle$ be rebuilt from the occupation $n(t)=-iG^<(t,t)$ and the propagator? We set $\hbar=1$; numerical values use $\Gamma$ as the unit of energy and $1/\Gamma$ as that of time.

For $t>t'$, $G^R(t,t')=-ig(t-t')$; for $t<t'$, $G^A(t,t')=ig^*(t'-t)$. Here $g(0)=1$ and $|g|\le1$. With

$$\Sigma^R(\tau)=-i\theta(\tau)\sum_k|V_k|^2e^{-i\varepsilon_k\tau},\qquad
\Sigma^<(\tau)=i\sum_k|V_k|^2f_ke^{-i\varepsilon_k\tau},$$

the equations for $t>t'>0$ are

$$i\partial_tG^<(t,t')=\varepsilon G^<(t,t')+\int_0^t ds\,\Sigma^R(t-s)G^<(s,t')+\int_0^{t'}ds\,\Sigma^<(t-s)G^A(s,t'),\tag{1}$$

$$i g'(\tau)=\varepsilon g(\tau)+\int_0^\tau ds\,\Sigma^R(\tau-s)g(s),\tag{2}$$

$$\begin{aligned}
G^<(t,t')={}&iG^R(t,t')G^<(t',t')\\
&+\int_{t'}^tdt_1\int_0^{t'}dt_2\,G^R(t,t_1)\Big[\Sigma^R(t_1-t_2)G^<(t_2,t')+\Sigma^<(t_1-t_2)G^A(t_2,t')\Big].
\end{aligned}\tag{6}$$

The generalized Kadanoff-Baym ansatz (GKBA) keeps the first term of (6), $G^<_{\rm G}=ig(\tau)n(t')$ with $\tau=t-t'$. Its error $\delta G^<=G^<-G^<_{\rm G}$ is the double integral. If the moments $m_R=\int_0^\infty dr\,r|\Sigma^R(r)|$ and $m_<=\int_0^\infty dr\,r|\Sigma^<(r)|$ are finite,

$$|\delta G^<(t,t')|\le m_R+m_<.\tag{9}$$

The proof sets $s=t_1-t'$, $u=t'-t_2$, and bounds the double integral of a non-negative function of $r=s+u$ by its single integral weighted by $r$.

In the wide band, $\Gamma(\omega)=2\pi\sum_k|V_k|^2\delta(\omega-\varepsilon_k)$ is a constant $\Gamma$, and $\Sigma^R$ is a pulse at $\tau=0$ with weight $-i\Gamma/2$ on the side $\tau>0$. With the Fermi function $f(\omega)$ and $A(\omega,t)=\frac{e^{-i\omega t}-g(t)}{\omega-\varepsilon+i\Gamma/2}$,

$$g(t)=e^{-i\varepsilon t-\Gamma t/2},\tag{10}$$

$$G^<(t,t')=in_0g(t)g^*(t')+i\int\frac{d\omega}{2\pi}\,\Gamma f(\omega)A(\omega,t)A^*(\omega,t').\tag{11}$$

The separate finite-lead check has 30 equally spaced states in $[-3,3]$, spacing $\Delta=6/29$, $|V_k|^2=\Gamma\Delta/2\pi$, $\varepsilon=0.4$, $n_0=0.7$, chemical potential zero and $kT=0.5$.

Lemma 3, proved next, states that in the wide band, for $\tau>0$ and chemical potential $\mu$,

$$\Sigma^<(\tau)=i\Gamma\int\frac{d\omega}{2\pi}f(\omega)e^{-i\omega\tau}=-\frac{\Gamma kT\,e^{-i\mu\tau}}{2\sinh(\pi kT\tau)}.\tag{12}$$

**Proof.** A factor $e^{\eta\omega}$ with small $\eta>0$ makes the integral converge at $\omega\to-\infty$; afterwards $\eta\to0$. For $\tau>0$ close the contour in the lower half-plane. The Fermi function has poles at $\omega=\mu-i\pi kT(2m+1)$, $m=0,1,2,\dots$, each with residue $-kT$. The clockwise contour contributes $-2\pi i$, hence

$$\int d\omega\,f(\omega)e^{-i\omega\tau}=2\pi i\,kT\,e^{-i\mu\tau}\sum_{m\ge0}e^{-(2m+1)\pi kT\tau}
=\frac{2\pi i\,kT\,e^{-i\mu\tau}}{2\sinh(\pi kT\tau)}.$$

Multiplication by $i\Gamma/2\pi$ gives (12). $\square$

There is also a local part. Writing $f=\frac12-\frac12\tanh[(\omega-\mu)/2kT]$, the constant $\frac12$ yields $\frac{i\Gamma}{2}\delta(\tau)$. It does not contribute to the memory integral: a pulse of width $w$ and height $1/w$ in $s+u$ covers an area of order $w^2$ in the quadrant $s,u>0$, so its contribution vanishes with $w$.

### Theorem 2: a uniform error bound

In the wide-band model, at all times $t>t'>0$ and for any initial occupation of the level,

$$|\delta G^<(t,t')|\le\frac{\Gamma}{8kT}.\tag{13}$$

**Proof.** $\Sigma^R$ has no memory, so only $\Sigma^<$ contributes to the double integral of (6). With $s=t_1-t'$ and $u=t'-t_2$ the two propagators are $-ig(\tau-s)$ and $ig^*(u)$. The product of their prefactors is $+1$, and

$$\delta G^<=\int_0^\tau ds\int_0^{t'}du\,g(\tau-s)\Sigma^<(s+u)g^*(u).\tag{14}$$

Use $|g|\le1$ and the weight $r=s+u$ from the proof of (9):

$$|\delta G^<|\le\frac{\Gamma kT}{2}\int_0^\infty\frac{r\,dr}{\sinh(\pi kTr)}
=\frac{\Gamma}{2\pi^2kT}\int_0^\infty\frac{x\,dx}{\sinh x}.$$

Expanding $1/\sinh x=2\sum_{m\ge0}e^{-(2m+1)x}$ gives $2\sum_m(2m+1)^{-2}=\pi^2/4$ for the last integral, and (13) follows. $\square$

**The high-temperature limit.** From (10),

$$g(\tau-s)g^*(u)=g(\tau)\,e^{i\varepsilon(s+u)}e^{\Gamma(s-u)/2}.$$

The kernel restricts $s+u$ to about $1/(\pi kT)$. If $\Gamma$ and $|\varepsilon-\mu|$ are much smaller than $kT$, the phases and the decay over this range are negligible. If $\tau$ and $t'$ are much longer than $1/(\pi kT)$, the integral extends over the whole quadrant. Then

$$\delta G^<\simeq-g(\tau)\frac{\Gamma}{8kT}.\tag{15}$$

At delays that are also short compared with $1/\Gamma$, where $|g|\simeq1$, the error approaches the bound. The constant $1/8$ in (13) therefore cannot be lowered.

The next correction comes from the phase $e^{i(\varepsilon-\mu)r}\simeq1+i(\varepsilon-\mu)r$. The term linear in $\Gamma(s-u)$ cancels by the symmetry between $s$ and $u$. The relative correction is

$$\frac{i(\varepsilon-\mu)}{\pi kT}\,\frac{\int_0^\infty x^2dx/\sinh x}{\int_0^\infty x\,dx/\sinh x}
\simeq0.543\,\frac{i(\varepsilon-\mu)}{kT},$$

where the upper integral is $4\sum_m(2m+1)^{-3}\simeq4.207$ and the lower one is $\pi^2/4$. For $kT=20$ and $\varepsilon-\mu=1$, in units of $\Gamma$, the predicted ratio of the error to (15) is $1+0.027i$. At $t'=2$ and $t=2.5$ the exact transient gives $0.999+0.027i$.

### Numbers for the wide band

Let $\varepsilon-\mu=1$, $kT=1$ and $n_0=0$, and compare times $t'=2$ and $t=3$. The occupation at $t'$ is $n=0.2888$. The propagator over the delay $\tau=1$ is $g(1)=e^{-i-1/2}=0.3277-0.5104i$, so the ansatz gives

$$G^<_{\rm G}=i(0.2888)(0.3277-0.5104i)=0.1474+0.0946i .$$

The memory integral (14) is $-0.0591+0.0338i$. The sum is $0.0884+0.1284i$, in agreement with the frequency integral (11). The error has modulus $0.068$, which is 44% of $|G^<|=0.156$; the bound is $0.125$. The ansatz overestimates the modulus by 12% and misses the phase by about $23^\circ$.

The largest errors found for $\varepsilon-\mu=1$ on a sample of 30 pairs of times, with $t'$ from $0.5$ to $8$ and delays from $0.1$ to $4$, are as follows.

| $kT/\Gamma$ | largest sampled error | bound $\Gamma/8kT$ |
|---|---|---|
| 0.1 | 0.134 | 1.250 |
| 0.5 | 0.103 | 0.250 |
| 1 | 0.074 | 0.125 |
| 5 | 0.0216 | 0.0250 |
| 20 | 0.0059 | 0.0063 |

At $kT=0.1$ the bound exceeds 1, the largest possible value of $|G^<|$, and is of no use, while the sampled error remains moderate. At $kT=20$ the largest sampled error is 95% of the bound. This is close to the factor $|g|=e^{-0.05}=0.951$ that (15) gives at the shortest sampled delay, $0.1$.

Formula (11) was also tested against diagonalization of a lead with 1200 states between $-60$ and $60$. The largest deviation at the compared times was $0.0016$, within the allowance made for the finite band edge.

### Why the occupation is not a test in the wide band

Write (1) as $i\partial_tG^<=\varepsilon G^<+I$, where $I(t,t')$ stands for the two integrals. The derivative of $G^<(t,t)$ is the sum of the derivatives in the two arguments. Because $G^<(t,t')=-[G^<(t',t)]^*$, this sum is $2i$ times the imaginary part of the first one, $-i\varepsilon G^<-iI$. At equal times $-i\varepsilon G^<=\varepsilon n$ is real and drops out. With $n=-iG^<(t,t)$,

$$\dot n(t)=-2\,{\rm Re}\int_0^tds\left[\Sigma^R(t-s)G^<(s,t)+\Sigma^<(t-s)G^A(s,t)\right].\tag{16}$$

In the wide band the first term needs $G^<$ at equal times alone. It equals $(-i\Gamma/2)(in)=\Gamma n/2$ and contributes $-\Gamma n$ to $\dot n$. In the second term, half of the local pulse of $\Sigma^<$ lies inside the integration range. It gives $(i\Gamma/4)(i)=-\Gamma/4$, hence $+\Gamma/2$ in $\dot n$. For the rest insert (12) and $G^A=ie^{i\varepsilon r-\Gamma r/2}$ with $r=t-s$, and use ${\rm Re}\,[ie^{i(\varepsilon-\mu)r}]=-\sin[(\varepsilon-\mu)r]$:

$$\dot n=-\Gamma n+\frac{\Gamma}{2}-\Gamma kT\int_0^tdr\,\frac{\sin[(\varepsilon-\mu)r]\,e^{-\Gamma r/2}}{\sinh(\pi kTr)}.\tag{17}$$

No two-time lesser function appears. A calculation that uses the GKBA in (16) therefore obtains the exact occupation, even where the ansatz misses $G^<(t,t')$ by 44%. Integrating (17) reproduces the occupation from (11) to within $2\times10^{-6}$ at the three times compared.

### Low temperature: a tail that the ansatz misses

Long after the coupling is switched on, the terms $g(t)$ and $g(t')$ in $A$ have died out, and (11) becomes

$$G^<(\tau)=i\int\frac{d\omega}{2\pi}\,\frac{\Gamma f(\omega)e^{-i\omega\tau}}{(\omega-\varepsilon)^2+\Gamma^2/4}.$$

Closing the contour below gives a term that decays at the rate $\Gamma/2$, from the level, and terms with rates $(2m+1)\pi kT$, from the Fermi function. If $\pi kT<\Gamma/2$, the slowest is

$$G^<(\tau)\simeq-\frac{\Gamma kT\,e^{-i\mu\tau-\pi kT\tau}}{(\varepsilon-\mu+i\pi kT)^2+\Gamma^2/4}.\tag{18}$$

The ansatz decays at the rate $\Gamma/2$ whatever the temperature. For $kT=0.05$ and $\varepsilon-\mu=1$ the exact function decays at the rate $0.157$ between delays 20 and 30, in agreement with $\pi kT$, while the ansatz decays at $0.5$. At $\tau=20$ the exact modulus is $1.7\times10^{-3}$ and that of the ansatz $6.7\times10^{-6}$, smaller by a factor of about 250. The absolute error is small, yet nearly all of the function is missing. The sharp Fermi edge of the lead leaves a long correlation that the propagator of the level does not contain.

### Finite band: an error in the occupation

To make $\Sigma^R$ matter, let $\Gamma(\omega)=\Gamma W^2/[(\omega-\varepsilon)^2+W^2]$ with $W>2\Gamma$. The lead is empty and the level initially full, so $\Sigma^<=0$. Remove the common phase $e^{-i\varepsilon t}$. The Fourier transform of the Lorentzian gives $\Sigma^R(\tau)=-\frac{i}{2}\Gamma We^{-W\tau}$, and (2) becomes

$$g'(t)=-\frac{\Gamma W}{2}\int_0^tds\,e^{-W(t-s)}g(s).$$

Differentiating once more gives $g''+Wg'+\frac12\Gamma Wg=0$ with $g(0)=1$ and $g'(0)=0$. The solution is

$$g(t)=\frac{\lambda_+e^{\lambda_-t}-\lambda_-e^{\lambda_+t}}{\lambda_+-\lambda_-},\qquad
\lambda_\pm=\frac{-W\pm\sqrt{W^2-2\Gamma W}}{2}.$$

The exact function is $G^<=ig(t)g(t')$, and the ansatz is $ig(\tau)g(t')^2$. They agree if $g(t)=g(\tau)g(t')$, the property of a decay without memory. Inserting the exact function into (6) and dividing by $ig(t')$ gives the deviation from this property:

$$g(t)-g(\tau)g(t')=-\frac{\Gamma W}{2}\int_0^\tau ds\,g(\tau-s)e^{-Ws}\int_0^{t'}du\,g(t'-u)e^{-Wu}.\tag{19}$$

For $W>2\Gamma$ both roots are real and negative with $|\lambda_-|>|\lambda_+|$, so $g>0$ and the right side is negative. The ansatz overestimates $G^<$. For $W=5$, $t'=1$ and $t=3$ it gives $0.1569$; the memory term is $-0.0196$ and the exact value $0.1374$, so the error is 14% of the exact value.

Now the occupation does need the ansatz. In (16), $G^<(s,t)$ is replaced by $in(s)g(t-s)$, and

$$\dot n(t)=-\Gamma W\int_0^tds\,e^{-W(t-s)}g(t-s)n(s).\tag{20}$$

Since the ansatz overestimates $G^<$, it overestimates the loss when the exact occupation is inserted. In the two cases computed below, $W=5$ and $W=20$, the level accordingly empties too fast.

The late decay rates show the order of the error. The exact occupation $g^2$ decays at the rate

$$2|\lambda_+|=W-\sqrt{W^2-2\Gamma W}=\Gamma+\frac{\Gamma^2}{2W}+\dots$$

For (20), the Laplace transform turns a decay $e^{zt}$ into the condition $z=-\Gamma W\hat g(z+W)$, with $\hat g(p)=(p+W)/(p^2+Wp+\Gamma W/2)$. This is a cubic equation for $z$. Its slowest root is real only for $W$ above about $3.3\Gamma$. Below that value the slowest roots are a complex pair, and the GKBA occupation oscillates and turns slightly negative, while the exact $g^2$ stays positive. For $W\gg\Gamma$, to lowest order $z=-\Gamma$, so $p=W-\Gamma$. The numerator is then $2W-\Gamma$ and the denominator $2W^2-\frac52\Gamma W$ up to terms of order $\Gamma^2$. Hence

$$-z=\Gamma\,\frac{1-\Gamma/2W}{1-5\Gamma/4W}=\Gamma+\frac{3\Gamma^2}{4W}+\dots\tag{21}$$

The leading rate is correct, and the next order is too large by $\Gamma^2/4W$. At $W=200$ the computed coefficients of $\Gamma^2/W$ are $0.503$ and $0.756$, close to $1/2$ and $3/4$.

For $W=5$ the rates are $1.127$ (exact) and $1.234$ (GKBA). Their difference, $0.107$, is about twice $\Gamma^2/4W=0.05$, so higher orders count there. At $t=2$ the exact occupation is $0.138$ and the GKBA value $0.120$, which is 13% too low. For $W=20$ the rates are $1.026$ and $1.041$. The largest error of the occupation, relative to the initial value 1, falls from $0.020$ at $W=5$ to $0.0048$ at $W=20$, roughly as $1/W$.

Two memory times of the lead have been examined here, each on its own. The thermal time $\hbar/(\pi kT)$ enters through $\Sigma^<$ alone. The band time $\hbar/W$ enters through $\Sigma^R$ and, once the lead is occupied, through $\Sigma^<$ as well: for $f=\frac12$ the Lorentzian band gives $\Sigma^<=\frac{i}{4}\Gamma We^{-W|\tau|}$. The bound (13) therefore holds in the wide band only. For a smooth band such as the Lorentzian, (9) makes the absolute error of the ansatz small when both times are short compared with the lifetime $\hbar/\Gamma$. A band with sharp edges has self-energies that fall off only as a power of $\tau$, and (9) need not apply. The numerical output lists the values to more digits.

## Values computed for the example and the checks

```
Units: energy Gamma, time 1/Gamma, G< dimensionless
FINITE LEAD: 30 levels in [-3,3], level 0.4, kT=0.5, n0=0.7
t = 3.5, t' = 2.0
exact G<: +0.01671 +0.18381i
GKBA G<: +0.12712 +0.14702i
memory term with Sigma^R: -0.00951 -0.00636i
memory term with Sigma^<: -0.10089 +0.04316i
closure error of reconstruction equation: 2.5e-16
WIDE BAND: eps-mu=1, n0=0, kT=1, t'=2, t=3
n(t') = 0.28882
exact G<: +0.08836 +0.12844i
GKBA G<: +0.14741 +0.09465i
memory integral: -0.05905 +0.03379i
largest mismatch, difference vs memory integral: 1.1e-06
largest deviation from discrete band +-60: 0.0016
largest density mismatch with rate equation: 1.7e-06
kT | largest sampled |error| | bound Gamma/(8kT)
  0.1 | 0.13413 | 1.25000
  0.5 | 0.10277 | 0.25000
  1.0 | 0.07419 | 0.12500
  5.0 | 0.02160 | 0.02500
 20.0 | 0.00594 | 0.00625
kT=20, t'=2, t=2.5: error / [-g Gamma/(8kT)]: +0.99907 +0.02736i
LOW TEMPERATURE: kT=0.05, t'=40
decay rate of exact |G<|, t-t' from 20 to 30: 0.1572
pi kT = 0.1571; GKBA decay rate = 0.5000
t-t'=20: exact |G<| = 1.71e-03, GKBA |G<| = 6.74e-06
FINITE BAND: empty lead, n0=1, frame rotating at eps
W=5, t'=1, t=3: Im G< exact, GKBA, memory term
0.13738, 0.15694, -0.01956
W=5: largest density error 0.01988
  decay rate exact 1.12702, GKBA 1.23429
  t=1: n exact 0.42290, GKBA 0.40672
  t=2: n exact 0.13773, GKBA 0.12003
W=20: largest density error 0.00478
  decay rate exact 1.02633, GKBA 1.04081
  t=1: n exact 0.37796, GKBA 0.37321
  t=2: n exact 0.13543, GKBA 0.13179
W=200: coefficient of Gamma^2/W in the decay rate
exact 0.5025, GKBA 0.7560
```
